# The 2n+1 theorem when the normalisation depends on the perturbation, part 3

Displacing an atom by real $\lambda$ moves its ultrasoft projectors $\beta_n$ and the overlap $S$. Which orbital orders fix each order of the energy $E$? Hartree atomic units; $X(\lambda)=\sum_k\lambda^kX^{(k)}$; $N$ orbitals $\psi_i$, occupation 1; unsuperscripted $\psi_i$ in expanded matrix elements means $\psi_i^{(0)}$.

$E=\sum_i\langle\psi_i|h|\psi_i\rangle+E_{Hxc}[n]$, $n=\sum_i\langle\psi_i|K|\psi_i\rangle$, $K=|r\rangle\langle r|+\sum_{nm}Q_{nm}|\beta_n\rangle\langle\beta_m|$, $S=\int K\,dr$, $q_{nm}=\int Q_{nm}$, $h=T+\sum_{nm}D^0_{nm}|\beta_n\rangle\langle\beta_m|+\int V_{loc}K\,dr$. $E_{Hxc}$ has derivatives $v,f,g$; $H=h+\int vK\,dr$; $C_{ij}=\langle\psi_i|S|\psi_j\rangle-\delta_{ij}$.

$$H\psi_i=\sum_jS\psi_j\,\Lambda_{ji},\qquad C_{ij}=0, \tag{2}$$

$\Lambda^{(0)}_{ji}=\varepsilon_i\delta_{ji}$. Tildes: $\psi,\Lambda$ truncated at orders $n,m$. $Z=E-\sum\Lambda_{ji}C_{ij}$; $\bar\psi=\tilde\psi(1+\tilde C)^{-1/2}$.

$$E^{(p)}=\tilde E^{(p)}-\sum_{s=0}^{p-n-1}\sum_{ij}\Lambda^{(s)}_{ji}\,\tilde C^{(p-s)}_{ij}. \tag{3}$$

$$\mathcal Q[\eta]=\sum_i\langle\eta_i|H^{(0)}-\varepsilon_iS^{(0)}|\eta_i\rangle+\tfrac12\,\mu_\eta f\mu_\eta,\qquad \mu_\eta=2\,\mathrm{Re}\sum_i\langle\eta_i|K^{(0)}|\psi_i\rangle. \tag{4}$$

For $\eta_i=\sum_j\psi_j\alpha_{ji}+\sum_c\psi_cu_{ci}$ ($c$ empty), $\mathcal Q$ on $u$ is the Hessian, positive if stable. $B_{ij}[\eta]=\langle\eta_i|S^{(0)}|\psi_j\rangle+\langle\psi_i|S^{(0)}|\eta_j\rangle$.

The Lagrangian derivation uses deviations $\delta,\delta\Lambda$ ($\mathcal R$: $E_{Hxc}$ beyond linear order):

$$Z[\psi+\delta,\Lambda+\delta\Lambda]-E(\lambda)=2\,\mathrm{Re}\sum_i\Big\langle\delta_i\Big|H\psi_i-\sum_jS\psi_j\Lambda_{ji}\Big\rangle+\sum_i\langle\delta_i|H|\delta_i\rangle-\sum_{ij}\Lambda_{ji}\langle\delta_i|S|\delta_j\rangle+\mathcal R-\sum_{ij}\delta\Lambda_{ji}\,C_{ij}[\psi+\delta]. \tag{5}$$

Leading $\tilde Z-E$, $\eta=\psi^{(n+1)}$:

$$m<n:\ \ +\sum\Lambda^{(m+1)}_{ji}\tilde C^{(n+1)}_{ij}\,\lambda^{n+m+2};\qquad m=n:\ \ \Big(\mathcal Q[\eta]-\sum\Lambda^{(n+1)}_{ji}B_{ij}\Big)\lambda^{2n+2};\qquad m>n:\ \ \mathcal Q[\eta]\,\lambda^{2n+2}. \tag{6}$$

Trial $\varphi=\psi^{(n)}+\eta$, $m=n-1$:

$$\tilde Z^{(2n)}[\varphi]-E^{(2n)}=\mathcal Q[\eta]+\sum_{ij}\Lambda^{(n)}_{ji}B_{ij}[\eta]. \tag{7}$$

Elimination instead removes high orbitals $\psi^{(k>n)}$ through $C=0$.

For $n=1$: $\bar H^{(k)}=h^{(k)}+\int v^{(0)}K^{(k)}dr$, $A_i^{(k)}=\bar H^{(k)}-\varepsilon_iS^{(k)}$, $S^{(1)}_{ij}=\langle\psi_i|S^{(1)}|\psi_j\rangle$; $n^{(1)},\tilde n^{(2)}$ are density coefficients from $\psi+\lambda\varphi$; $v^{(1)}=fn^{(1)}$, $H^{(1)}=\bar H^{(1)}+\int v^{(1)}K^{(0)}$.

$$E^{(1)}=\sum_i\langle\psi_i|\bar H^{(1)}-\varepsilon_iS^{(1)}|\psi_i\rangle. \tag{9}$$

$$E^{(2)}[\varphi]=\sum_i\Big[\langle\varphi_i|A_i^{(0)}|\varphi_i\rangle+2\,\mathrm{Re}\langle\varphi_i|A_i^{(1)}|\psi_i\rangle+\langle\psi_i|A_i^{(2)}|\psi_i\rangle\Big]+\tfrac12\,n^{(1)}f\,n^{(1)}, \tag{10}$$

$$\langle\varphi_i|S^{(0)}|\psi_j\rangle+\langle\psi_i|S^{(0)}|\varphi_j\rangle=-S^{(1)}_{ij}, \tag{11}$$

$$E^{(3)}=\sum_i\Big[\langle\psi_i^{(1)}|A_i^{(1)}|\psi_i^{(1)}\rangle+2\,\mathrm{Re}\langle\psi_i^{(1)}|A_i^{(2)}|\psi_i\rangle+\langle\psi_i|A_i^{(3)}|\psi_i\rangle\Big]+\int v^{(1)}\tilde n^{(2)}+\tfrac16\,g\,n^{(1)}n^{(1)}n^{(1)}-\sum_{ij}\Lambda^{(1)}_{ji}\tilde C^{(2)}_{ij}. \tag{12}$$

$$(H^{(0)}-\varepsilon_iS^{(0)})\psi_i^{(1)}+(H^{(1)}-\varepsilon_iS^{(1)})\psi_i=\sum_jS^{(0)}\psi_j\Lambda^{(1)}_{ji}. \tag{13}$$

Parallel gauge ($\langle\psi_j|S^{(0)}|\psi_i^{(1)}\rangle$ Hermitian):

$$\Lambda^{(1)}_{ji}=\langle\psi_j|H^{(1)}-\tfrac12(\varepsilon_i+\varepsilon_j)S^{(1)}|\psi_i\rangle. \tag{15}$$

$$E^{(2)}[\psi^{(1)}+\eta]-E^{(2)}=\mathcal Q[\eta]+\sum_{ij}\Lambda^{(1)}_{ji}B_{ij}[\eta], \tag{18}$$

One non-interacting orbital:

$$\varepsilon^{(3)}=\langle\psi^{(1)}|H^{(1)}-\varepsilon S^{(1)}-\varepsilon^{(1)}S^{(0)}|\psi^{(1)}\rangle+2\,\mathrm{Re}\langle\psi^{(1)}|H^{(2)}-\varepsilon S^{(2)}-\varepsilon^{(1)}S^{(1)}|\psi\rangle+\langle\psi|H^{(3)}-\varepsilon S^{(3)}-\varepsilon^{(1)}S^{(2)}|\psi\rangle. \tag{19}$$

## Worked example

The model is one-dimensional with round parameters: a periodic cell of $8$ bohr at the $\Gamma$ point, $33$ grid points with the Fourier kinetic operator, and two spinless electrons. Atom A at $3$ bohr is a fixed Gaussian well $V_A e^{-(x-R_A)^2/2\sigma^2}$ with $V_A=-4$ Ha and $\sigma=0.7$ bohr. Atom B at $5\ \text{bohr}+\lambda$ has a well of the same width with $V_B=-3$ Ha, one normalised Gaussian projector of width $0.5$ bohr with $D^0=0.5$ Ha, and a Gaussian augmentation function of width $0.5$ bohr with $q=0.5$. The interaction is $E_{Hxc}=\int(an^2/2+bn^3/3)\,dx$ with $a=1$ Ha bohr and $b=0.5$ Ha bohr$^2$, so $v=an+bn^2$, and the kernels are local with weights $f=a+2bn$ and $g=2b$. The operator coefficients follow from $e^{-(u-\lambda)^2/2\sigma^2}=e^{-u^2/2\sigma^2}e^{tz-t^2/2}$ with $z=u/\sigma$, $t=\lambda/\sigma$, which is the generating function $\sum_kHe_k(z)\,t^k/k!$ of the Hermite polynomials.

The reference values are independent of perturbation theory. With real orbitals all brackets can be written with transposes, which makes every quantity holomorphic in $\lambda$. The self-consistent problem is diagonalised at $24$ points on a circle of radius $0.1$ bohr in the complex $\lambda$ plane, and the Cauchy integral $X^{(k)}=\oint X\lambda^{-k-1}d\lambda/2\pi i$ gives $E^{(k)}$, $\psi^{(k)}$ and $\Lambda^{(k)}$, in the gauge where $\langle\psi^{(0)}|S^{(0)}|\psi(\lambda)\rangle$ is symmetric. The numerical check this text asserts that the extracted series reproduces ordinary diagonalisations at $\lambda=\pm0.05$ bohr within $10^{-10}$ Ha, and that the solutions of (13) and (15) match the extracted $\psi^{(1)}$ and $\Lambda^{(1)}$ within $10^{-7}$. The digits below serve to compare formula and reference inside the model.

The levels are $\varepsilon_1=-2.2347$, $\varepsilon_2=-1.3687$ and $\varepsilon_3=-0.5753$ Ha, with a gap of $0.7934$ Ha, and $0.2775$ of the two electrons sit in the augmentation charge. For real $u$ the lowest Hessian eigenvalue is $1.0567$ Ha. It cannot lie below the gap in this model, because $n\ge0$ makes $f>0$ and the kernel term of (4) non-negative. For purely imaginary $u$ the real orbitals give $\mu=0$, so the lowest eigenvalue in that sector is the gap itself, and the state is stable in both sectors. The matrices in the occupied space are $S^{(1)}_{11},S^{(1)}_{12},S^{(1)}_{22}=-0.067136,\,-0.114961,\,-0.026936$ bohr$^{-1}$ and $\Lambda^{(1)}_{11},\Lambda^{(1)}_{12},\Lambda^{(1)}_{22}=0.417070,\,0.156146,\,0.201995$ Ha/bohr.

At first order $E^{(1)}=0.786412$ Ha/bohr from both (9) and the reference. The overlap part is $-\sum\varepsilon_iS^{(1)}_{ii}=-(0.150032+0.036867)=-0.186899$ Ha/bohr, whose size is 24% of $E^{(1)}$ with the potential as specified. This share depends on the zero of energy: adding a constant $c$ to $V_{loc}$ sends $h\to h+cS$ and $\varepsilon_i\to\varepsilon_i+c$, which leaves $E^{(1)}$ unchanged but shifts the overlap part by $-c\sum_iS^{(1)}_{ii}=+0.0941\,c$ bohr$^{-1}$, so that it is $+0.0012$ Ha/bohr for $c=+2$ Ha and $-0.3750$ Ha/bohr for $c=-2$ Ha.

At second order the four terms of (10), in Ha/bohr$^2$, are

$$0.472040-1.386778-0.050023+0.406919=-0.557842,$$

equal to the reference within the asserted $10^{-7}$. For twenty random variations obeying (11) the program asserts that the rise of (10) is positive and equals the Hessian form in $u$. If $S^{(1)}$ is dropped from (11), the functional (10) loses its gauge invariance: a real antisymmetric occupied component $a$ changes it by $2a_{12}S^{(1)}_{12}(\varepsilon_1-\varepsilon_2)$, without bound. Keeping the parallel gauge as well, so that $\varphi$ is orthogonal to the occupied space, the minimum of (10) is $-0.623260$, which is $0.065419$ below the true value, or 12% of $|E^{(2)}|$. Equation (18) accounts for this. The variation has occupied part $\alpha=+\frac12S^{(1)}$, so $B=S^{(1)}$ and the linear term is

$$\sum\Lambda^{(1)}_{ji}S^{(1)}_{ij}=-0.02800-2(0.01795)-0.00544=-0.0693 .$$

The remaining $+0.0039$, obtained by difference, is $\mathcal Q[\eta]$. It has to be non-negative here: the occupied term $\sum|\alpha_{ji}|^2(\varepsilon_j-\varepsilon_i)$ vanishes for Hermitian $\alpha$ as well, and the other terms are non-negative because of the gap and $f>0$. For a stable state (10) bounds $E^{(2)}$ from above whenever (11) is satisfied. When (11) is violated, the linear term of (18) can have either sign and the bound can fail, as it does here.

At third order the six terms of (12), in Ha/bohr$^3$, are

$$-0.180233+0.328865+0.129985+0.005972+0.007289-0.230287=0.061592,$$

where the rounded terms add to $0.061591$ and the unrounded sum equals the reference within $10^{-7}$. Without the multiplier term the sum would be $0.29188$, which is 4.7 times the true value. In a gauge rotated by $a_{12}=0.7$ bohr$^{-1}$ the multiplier term becomes $-0.300108$ and the total stays at $0.061592$. For the non-interacting lowest level, $\varepsilon=-2.967888$ Ha and $\varepsilon^{(1)}=0.563105$ Ha/bohr, and (19) gives $0.186270$ Ha/bohr$^3$, matching the eigenvalue followed on the contour.

The electronic force constant is $2E^{(2)}=-1.1157$ Ha/bohr$^2=-108.4$ eV/Å$^2$ and the electronic cubic constant is $6E^{(3)}=0.3696$ Ha/bohr$^3=67.9$ eV/Å$^3$. The first is negative and $E^{(1)}$ is not zero: the model has no ion-ion term and the geometry is not an equilibrium, so these numbers do not define a vibrational frequency.

The order of the theorem is tested by evaluating $Z$ with the extracted $\psi^{(k)}$ and $\Lambda^{(k)}$ truncated at $(n,m)$. The program asserts agreement with $E^{(k)}$ within $10^{-6}$ through order $\min(2n+1,n+m+1)$ and a difference above $10^{-4}$ at the next order. The errors $\tilde Z^{(k)}-E^{(k)}$, in Ha/bohr$^k$ and in the gauge stated above, are:

| $n$ | $m$ | first wrong $k$ | error |
|---|---|---|---|
| 0 | −1 | 1 | 0.18690 |
| 0 | 0 | 2 | 0.57449 |
| 1 | −1 | 2 | −1.02611 |
| 1 | 0 | 3 | 0.23029 |
| 1 | 1 | 4 | 0.62232 |
| 1 | 2 | 4 | 0.68521 |
| 2 | 1 | 5 | 0.00326 |
| 2 | 2 | 6 | 0.38260 |

The two rows with $m=-1$ equal $\sum\varepsilon_i\tilde C^{(n+1)}_{ii}$ and so depend on the zero of energy as well: with a constant $c=+2$ Ha added to $V_{loc}$ they become $-0.00124$ and $+0.31397$. The rows with $m\ge0$ do not, because $h\to h+cS$ together with $\Lambda^{(0)}\to\Lambda^{(0)}+c$ changes $Z$ only by the constant $cN$. For the three rows with $m=n$ the middle formula of (6) is asserted within $10^{-6}$. The first formula of (6) predicts $\sum\varepsilon_iS^{(1)}_{ii}=+0.18690$ for $(0,-1)$ and $\sum\Lambda^{(1)}_{ji}\tilde C^{(2)}_{ij}=+0.23029$ for $(1,0)$, the negatives of terms already quoted, and the printed values agree. Going from $(1,1)$ to $(1,2)$ does not move the order and raises the error by $0.06289$, which by (6) is the removed term $\sum\Lambda^{(2)}_{ji}B_{ij}[\psi^{(2)}]$. With $(2,2)$ the coefficients $E^{(4)}=0.119090$ Ha/bohr$^4$ and $E^{(5)}=-0.044212$ Ha/bohr$^5$ are reproduced from second-order data.

At $\lambda=0.1$ bohr, with $E^{(0)}=-4.31435696$ Ha, the series is $-4.31435696+0.07864123-0.00557842=-4.24129415$ Ha through second order and $-4.24123255$ Ha through third, against the self-consistent $-4.24122110$ Ha. The third-order term reduces the difference from $7.3\times10^{-5}$ to $1.15\times10^{-5}$ Ha, and what is left is $E^{(4)}\lambda^4+E^{(5)}\lambda^5=1.191\times10^{-5}-0.044\times10^{-5}$ Ha. The $S(\lambda)$-orthonormalised first-order orbitals lie $4.36\times10^{-5}$ Ha above the exact energy, close to the leading term $0.43795\,\lambda^4=4.38\times10^{-5}$ Ha. The program asserts that this trial energy is right through third order, that its fourth-order excess is positive, and that it lies above the exact energy at this $\lambda$. The upper bound is here about four times farther from the exact energy than the plain third-order sum; both errors are of order $\lambda^4$, with coefficients $+0.438$ and $-0.119$ Ha/bohr$^4$.

## What each derivation assumes

Both derivations use only that the branch is stationary, equation (2), and that $\Lambda$ is Hermitian. Neither needs a minimum to establish (3), and neither restricts how $S$ depends on $\lambda$ beyond smoothness. The invertible Hessian enters once, to guarantee that the branch exists, and positivity enters once more, to turn the stationary value (10) into a minimum.

The Lagrangian derivation works at finite $\lambda$. It needs the truncation errors to be $O(\lambda^{n+1})$, for which $n+1$ derivatives of the branch suffice, and it then shows that $E(\lambda)$ differs from an explicit function $\tilde Z(\lambda)$ by $O(\lambda^{2n+2})$. The higher orbitals need not be shown to exist, although $h$, $K$ and $E_{Hxc}$ must be smooth enough for $\tilde Z$ to be expanded to order $2n+1$. The multipliers are independent variables from the start, and their errors enter on the same footing as those of the orbitals. Since (5) holds for any $\delta$, it covers inexact response functions too: an error $\eta$ in $\psi^{(n)}$ that respects the constraint enters $E^{(2n)}$ quadratically by (7). The remainder (6), the minimum principle at every even order and the finite-$\lambda$ upper bound all come from the one identity.

The elimination works with coefficients only. It presumes that the branch and the energy have expansions through order $2n+1$, so that $\psi^{(n+1)},\dots,\psi^{(2n+1)}$ exist, and it gives no estimate of the remainder. It uses the self-consistency condition only through order $n$ and the constraints through order $2n+1$, and the multipliers are not postulated: they appear as the projections $\langle\psi_j|H|\psi_i\rangle$ when the high orbitals are traded for constraint violations. It follows that any continuation of $\tilde\psi$ that keeps $C=0$ order by order has the same energy through order $2n+1$, whether or not it solves the higher response equations; the orthonormalised orbitals $\bar\psi$ are one such continuation. The variational property does not come out of the elimination and required the separate calculation (18), which uses the Sternheimer equation as an input, whereas in the first derivation that equation is the Euler equation of (10) under (11).

## Table of computed values

```
cell L = 8.0 bohr, grid G = 33, electrons N = 2
R_A = 3.0, R_B = 5.0 bohr; V_A = -4.0, V_B = -3.0 Ha; well width = 0.7 bohr
beta width = 0.5 bohr, Q width = 0.5 bohr, q = 0.5, D0 = 0.5 Ha
a = 1.0 Ha bohr, b = 0.5 Ha bohr^2; contour radius = 0.1 bohr, points = 24
eps1, eps2, eps3 = -2.234748, -1.368703, -0.575343 Ha
gap = 0.793360 Ha; lowest Hessian eigenvalue = 1.056676 Ha
augmentation charge = 0.277532 electrons
S1_11, S1_12, S1_22 = -0.067136, -0.114961, -0.026936 1/bohr
Lam1_11, 12, 22 = 0.417070, 0.156146, 0.201995 Ha/bohr
E0 = -4.31435696 Ha
E1 formula = 0.78641232, exact = 0.78641232 Ha/bohr
  part -sum eps_i S1_ii = -0.18689881 Ha/bohr
  E2 term <1|A0|1> = 0.47203971 Ha/bohr^2
  E2 term 2<1|A1|0> = -1.38677753 Ha/bohr^2
  E2 term <0|A2|0> = -0.05002261 Ha/bohr^2
  E2 term n1 f n1/2 = 0.40691888 Ha/bohr^2
E2 formula = -0.55784155, exact = -0.55784155 Ha/bohr^2
E2 with S1 dropped from the constraint = -0.62326027 Ha/bohr^2
  E3 term <1|A1|1> = -0.18023315 Ha/bohr^3
  E3 term 2<1|A2|0> = 0.32886543 Ha/bohr^3
  E3 term <0|A3|0> = 0.12998510 Ha/bohr^3
  E3 term v1 n2~ = 0.00597212 Ha/bohr^3
  E3 term g n1^3/6 = 0.00728903 Ha/bohr^3
  E3 term -Lam1 C2~ = -0.23028678 Ha/bohr^3
E3 formula = 0.06159174, exact = 0.06159174 Ha/bohr^3
rotated gauge (a_12 = 0.7/bohr): -Lam1 C2~ = -0.30010767, E3 = 0.06159174 Ha/bohr^3
exact E4 = 0.119090 Ha/bohr^4, E5 = -0.044212 Ha/bohr^5, E6 = -0.00818 Ha/bohr^6
n=0, m=-1: first wrong order k=1, error 0.18690 Ha/bohr^k
n=0, m=0: first wrong order k=2, error 0.57449, remainder formula 0.57449 Ha/bohr^k
n=1, m=-1: first wrong order k=2, error -1.02611 Ha/bohr^k
n=1, m=0: first wrong order k=3, error 0.23029 Ha/bohr^k
n=1, m=1: first wrong order k=4, error 0.62232, remainder formula 0.62232 Ha/bohr^k
n=1, m=2: first wrong order k=4, error 0.68521 Ha/bohr^k
n=2, m=1: first wrong order k=5, error 0.00326 Ha/bohr^k
n=2, m=2: first wrong order k=6, error 0.38260, remainder formula 0.38260 Ha/bohr^k
orthonormalised trial: excess order-4 coefficient = 0.437950 Ha/bohr^4
lam = 0.1 bohr: exact E = -4.24122110 Ha, orthonormalised trial - exact = 4.359e-05 Ha
  series to order 2 = -4.24129415 Ha, to order 3 = -4.24123255 Ha
linear case: e0 = -2.967888 Ha, e1 = 0.563105 Ha/bohr
linear case: e3 formula = 0.18627037, exact = 0.18627037 Ha/bohr^3
electronic 2 E2 = -1.115683 Ha/bohr^2 = -108.4150 eV/A^2
electronic 6 E3 = 0.369550 Ha/bohr^3 = 67.861 eV/A^3
```
